# Band-bending energy of a surface defect compensated by virtual-crystal doping

## Problem

A slab consists of \(N\) equivalent neutral layers with spacing \(a\). Its thickness is counted as \(d=Na\), its lateral cell is a square of area \(A=L^2\), and its permittivity is \(\varepsilon\). One donor defect per cell sits on the top layer and gives up \(q\) electrons. The cell is kept neutral by virtual-crystal doping: the nuclear charge of each layer is lowered by \(q/N\) per cell, shared among its cations. The formation energy \(E_f(q)\) is taken against the same doped slab without the defect, which holds \(q\) holes in its valence band. The vacuum is field-free, as with a dipole correction. Let \(\Delta_D\) be the height of the defect level above the valence band maximum (VBM) at flat bands.

(a) How does \(E_f(q)-E_f(0)\) depend on \(d\) while the defect stays fully ionised?

(b) What changes in a periodic cell without dipole correction, and with a defect on each face?

(c) Up to which thickness does the answer to (a) hold, and what replaces it?

(d) Evaluate the results for the following model. Each surface unit of area \(s=A/M\) carries two chains along \(z\). Chain A has on-site energies \(+\Delta,-\Delta,+\Delta,\dots\), chain B the opposite signs, both with hopping \(-t\) and two spins. Each chain level \(e_n\) is the top of a lateral band with constant density of states on \([e_n-W,e_n]\), holding \(2M\) electrons per cell. The defect level \(\varepsilon_D\) is uncoupled and has a small width \(w_D\). The interaction is the Hartree energy of planar layer charges. The parameters are round: \(a=2\) Å, \(s=8\) Å\(^2\), \(M=50\) (so \(A=400\) Å\(^2\), \(L=20\) Å), \(\Delta=3\) eV, \(t=1.5\) eV, \(W=1\) eV, \(\Delta_D=2.5\) eV, \(w_D=0.02\) eV, \(q=1\).

Energies are in eV, \(V=-e\phi\) is the electron potential energy, and \(K=e^2a/(\varepsilon_0A)\).

## First estimate by scaling

Electrostatic energies of the charge \(qe\) have the form \(q^2e^2/(\varepsilon\varepsilon_0)\) times an inverse length. The lateral structure supplies \(1/L\), and its fields decay into the slab over \(L/2\pi\), so that part should stop depending on \(d\) once \(d\) is a few times this length. The planar average supplies \(d/A\). The defect layer is a sheet of charge \(qe/A\) and the counter-charge has its centroid at depth \(d/2\). A plate capacitor of that spacing has \(C=\varepsilon\varepsilon_0A/(d/2)\), so that

\[
E_{\rm est}=\frac{q^2e^2}{2C}=\frac{q^2e^2d}{4\varepsilon\varepsilon_0A},\qquad |\Delta V|_{\rm est}=\frac{qe^2}{C}=\frac{qe^2d}{2\varepsilon\varepsilon_0A}.
\]

The estimate predicts linear growth with \(d\). It should fail when the voltage pulls the empty level down to the VBM of the far side, \(|\Delta V|\approx\Delta_D\).

## Exact solution

### Bookkeeping

Let \(E_0\) be the energy of the undoped slab with a filled valence band. The doped slab with the ionised defect has the same number of band electrons, because the \(q\) donated electrons fill the \(q\) holes. Up to the fixed cost of creating the defect, \(E_{\rm def}=E_0+E_{\rm es}\), where \(E_{\rm es}\) is the screened electrostatic energy. The host has lost \(q\) electrons from the band top, so \(E_{\rm host}=E_0-qE_{\rm VBM}+\delta_{\rm host}\), which defines \(\delta_{\rm host}\). A neutral defect adds an ion charge \(+q\) and \(q\) electrons on the same layer, which cancel in the planar Hartree term, so its energy is \(E_{\rm host}+q\varepsilon_D\). Atomic chemical potentials drop out of the difference:

\[
E_f(q)-E_f(0)=E_{\rm def}-E_{\rm host}-q\varepsilon_D=-q\Delta_D+E_{\rm es}-\delta_{\rm host},
\]

with \(\Delta_D=\varepsilon_D-E_{\rm VBM}\). The electron reservoir is the hole gas near the VBM.

### Planar average

Treat the slab \(0<z<d\) as a linear dielectric with fixed charge density \(-qe/(Ad)\) and a sheet \(+qe/A\) at \(z=d\). Gauss's law \(D'=\rho\) with \(D=0\) below the slab gives

\[
D(z)=-\frac{qe}{A}\frac{z}{d},
\]

and the sheet returns \(D\) to zero above it. Since \(\phi'=-D/(\varepsilon\varepsilon_0)\) and \(V=-e\phi\),

\[
V(d)-V(0)=e\int_0^d\frac{D}{\varepsilon\varepsilon_0}dz=-\frac{qe^2}{\varepsilon\varepsilon_0A}\frac{1}{d}\frac{d^2}{2}=-\frac{qe^2d}{2\varepsilon\varepsilon_0A}.
\]

The bands bend down towards the donor. The field energy of a linear dielectric is

\[
E_{\rm bb}=A\int_0^d\frac{D^2}{2\varepsilon\varepsilon_0}dz=\frac{q^2e^2}{2\varepsilon\varepsilon_0A}\frac{1}{d^2}\frac{d^3}{3}=\frac{q^2e^2d}{6\varepsilon\varepsilon_0A}=\frac{q|\Delta V|}{3}.
\]

The fractional charges lie on layers. The cumulative charge below the gap between layers \(j\) and \(j+1\) is \(-qj/N\), and each gap of width \(a\) stores \((K/2\varepsilon)(qj/N)^2\). With \(\sum_{j=1}^{N-1}j^2=(N-1)N(2N-1)/6\) and \(\sum_{j=1}^{N-1}j=N(N-1)/2\),

\[
E_{\rm sh}=\frac{q^2K}{2\varepsilon}\frac{(N-1)(2N-1)}{6N}=\frac{q^2K}{2\varepsilon}\left(\frac N3-\frac12+\frac1{6N}\right),\qquad |\Delta V|_{\rm sh}=\frac{qK}{2\varepsilon}(N-1).
\]

The slope \(q^2K/(6\varepsilon)\) per layer is that of \(E_{\rm bb}\); discreteness adds a constant and a \(1/N\) term.

### Lateral harmonics

Take an isotropic \(\varepsilon\) and a surface charge harmonic \(\sigma_Ge^{i\mathbf G\cdot\mathbf r}\) at \(z=d\). Laplace's equation gives \(\phi=\alpha\cosh Gz+\beta\sinh Gz\) inside, \(e^{Gz}\) below and \(e^{-Gz}\) above. Continuity of \(\phi\) and \(D\) at \(z=0\) requires \(\varepsilon\beta=\alpha\). With \(\tau=\tanh Gd\), just below the top,

\[
\frac{\varepsilon\phi'}{G\phi}=\varepsilon\frac{\alpha\tau+\beta}{\alpha+\beta\tau}=\frac{\varepsilon(\varepsilon\tau+1)}{\varepsilon+\tau}.
\]

The jump condition \(\varepsilon\phi'(d^-)-\phi'(d^+)=\sigma_G/\varepsilon_0\), with \(\phi'(d^+)=-G\phi\), gives \(\phi_G=\sigma_Gg/(\varepsilon_0G)\) and \(g=(\varepsilon+\tau)/(\varepsilon^2\tau+2\varepsilon+\tau)\). Put \(\tau=(1-x)/(1+x)\) with \(x=e^{-2Gd}\) and multiply through by \(1+x\). The numerator becomes \((\varepsilon+1)+x(\varepsilon-1)\) and the denominator \((\varepsilon+1)^2-x(\varepsilon-1)^2\), so

\[
g=\frac{1+rx}{(1+\varepsilon)(1-r^2x)},\qquad r=\frac{\varepsilon-1}{\varepsilon+1}.
\]

For a lateral Gaussian of width \(w_G\), \(\sigma_G=(qe/A)e^{-G^2w_G^2/2}\), and \(\tfrac12\int\sigma\phi\,d^2r\) over the cell is

\[
E_{\rm lat}(d)=\frac{q^2e^2}{2\varepsilon_0A}\sum_{\mathbf G\neq0}e^{-G^2w_G^2}\frac{g}{G}.
\]

To first order in \(x\), \(g-g_\infty=r(1+r)x/(1+\varepsilon)\). The four shortest vectors have \(G_1=2\pi/L\), so \(E_{\rm lat}\) approaches its limit as \(e^{-4\pi d/L}\). That limit contains the self-energy of the defect charge and depends on \(L\) and \(w_G\). At fixed \(q\) it is a constant and is absorbed in \(-q\Delta_D\); the planar model of (d) does not contain it. The point-like fractional nuclei have short-range fields too. By counting, their coupling to the defect scales as \(q\cdot q/(NM)\) and their mutual terms as \(NM\,(q/NM)^2\), both \(O(1/N)\); they are omitted.

The answer to (a), in linear response, is

\[
E_f(q)-E_f(0)=-q\Delta_D+\frac{q^2e^2d}{6\varepsilon\varepsilon_0A}+\text{const}+O(1/N)+O(e^{-4\pi d/L}),
\]

provided that \(\delta_{\rm host}\) does not grow with \(N\), which is examined under (d).

### Boundary conditions

In a periodic cell with vacuum width \(v\), Gauss's law leaves a constant free: \(D=D_0(z)+c\), with \(D_0\) the solution above. Periodicity of \(\phi\) demands \(\oint D/\varepsilon(z)\,dz=0\). Define \(I_0=\oint D_0/\varepsilon\,dz=-(qe/A)\,d/(2\varepsilon)\) and \(I_1=\oint dz/\varepsilon=d/\varepsilon+v\). Then \(c=-I_0/I_1\), and expanding \((D_0+c)^2\),

\[
E_{\rm per}=E_{\rm bb}+\frac{A}{2\varepsilon_0}\left(2cI_0+c^2I_1\right)=E_{\rm bb}-\frac{q^2e^2}{\varepsilon_0A}\frac{(d/2\varepsilon)^2}{2(d/\varepsilon+v)}.
\]

For \(v\to\infty\) this returns to \(E_{\rm bb}\). For \(v\ll d/\varepsilon\) the subtracted term tends to \(q^2e^2d/(8\varepsilon\varepsilon_0A)\), and the coefficient falls from \(1/6\) to \(1/6-1/8=1/24\). Between the limits \(E_{\rm per}\) is not linear in \(d\) at fixed \(v\). This covers the planar term only. When \(v\) is not large against \(L/2\pi\), the lateral harmonics also reach the next image of the slab and \(E_{\rm lat}\) changes.

With a defect on each face, mirror symmetry forces \(D=0\) at the centre. Each half is the one-sided problem with charge \(q\) and thickness \(d/2\), so the energy per defect is \(q^2e^2d/(12\varepsilon\varepsilon_0A)\).

### Breakdown of full ionisation

Let the defect give up \(q'\le q\), and take \(\Delta_D\) as independent of \(q'\). This neglects the lateral energy, which is quadratic in \(q'\) and would make the level depend on the charge. The neglect is not small in general: if \(\Delta_D\) has absorbed \(E_{\rm lat}\) at charge \(q\), the energy \(-q'(\Delta_D+E_{\rm lat}/q)+E_{\rm lat}q'^2/q^2\) has the slope \(-(\Delta_D-E_{\rm lat}/q)\) at \(q'=q\), and this smaller value replaces \(\Delta_D\) in the threshold \(d^*\) below. With the \(E_{\rm lat}=1.279\) eV found later, \(d^*\) would be about halved. Beyond that threshold the square-root law below no longer holds: the bending must equal the charge-dependent level \(\Delta_D+E_{\rm lat}/q-2E_{\rm lat}q'/q^2\), which at \(N=40\) gives \(q'\approx0.64\), not the 0.49 obtained by inserting the halved \(d^*\). A non-integer \(q'\) is a partly filled defect band in this mean-field description; for localised defects with integer charge it can only be read as an average over many defects. The remaining \(q-q'\) holes gather where \(V\) is highest, at the back. In the depletion approximation they neutralise the dopant charge there and leave a charged region of width \(\ell=dq'/q\) under the surface. The formula for \(E_{\rm bb}\) applies with \(q'\) and \(\ell\):

\[
E(q')=-q'\Delta_D+\frac{q'^2e^2\ell}{6\varepsilon\varepsilon_0A}=-q'\Delta_D+\frac{q'^3e^2d}{6q\,\varepsilon\varepsilon_0A}.
\]

Setting \(dE/dq'=0\) gives \(q'^2e^2d/(2q\varepsilon\varepsilon_0A)=\Delta_D\). The left side is the bending across \(\ell\), so the level is pinned at the back-side VBM. Solving,

\[
q'=q\sqrt{d^*/d},\qquad d^*=\frac{2\varepsilon\varepsilon_0A\Delta_D}{qe^2},\qquad \ell=\sqrt{dd^*}.
\]

For \(d<d^*\) the stationary point exceeds \(q\) and the minimum lies at \(q'=q\), which is case (a). For \(d>d^*\) the stationarity condition makes the cubic term equal to \(q'\Delta_D/3\), so

\[
E_f-E_f(0)=-\tfrac23q'\Delta_D=-\tfrac23q\Delta_D\sqrt{d^*/d}.
\]

At \(d^*\) both branches have the value \(-\tfrac23q\Delta_D\) and the slope \(q\Delta_D/(3d^*)\). Beyond it the curve bends over and approaches zero from below as \(d^{-1/2}\). On discrete layers, \(\nu\) charged layers with a sharp edge give the bending \((qK/\varepsilon N)\,\nu(\nu-1)/2\). Equating it to \(\Delta_D\) gives \(\nu(\nu-1)=NN^*\) with \(N^*=d^*/a=2\varepsilon\Delta_D/(qK)\), so \(\nu\approx\sqrt{NN^*}+\tfrac12\) and \(q'=q\nu/N\) gains \(q/(2N)\).

### The model: bands, permittivity and self-consistency

Write a chain Hamiltonian as \(\pm\Delta P+T\), with \(P=\mathrm{diag}((-1)^{j-1})\) and \(T\) the hopping matrix. Because \(PT=-TP\), \(H^2=\Delta^2+T^2\), so \(|e_n|\ge\Delta\). The VBM is \(-\Delta\), the conduction band starts at \(\Delta-W\), and the gap is 5 eV. Also \(PH_AP=\Delta P-T=-H_B\), so each filled state of B has the site weights of an empty state of A. Completeness then gives two electrons per layer and surface unit, and with a background \(n^0_j=2M\) every pristine layer is neutral.

In the bulk, with \(k\) in units of \(1/a\), \(H(k)=\Delta\sigma_z-2t\cos k\,\sigma_x\) has energies \(\pm E_k\), \(E_k=\sqrt{\Delta^2+4t^2\cos^2k}\). The mixing angle obeys \(\tan\theta=-2t\cos k/\Delta\), so \(\theta'=2t\Delta\sin k/E_k^2\). The eigenvectors \(c=(\cos\frac\theta2,\sin\frac\theta2)\) and \(v=(-\sin\frac\theta2,\cos\frac\theta2)\) satisfy \(\partial_kv=-(\theta'/2)c\). A potential \(V_j=Fj\) acts as \(iF\partial_k\), with interband element of size \(F\theta'/2\). The second-order shift is \(-F^2\theta'^2/(8E_k)\), which is \(-\tfrac12\alpha_kF^2\) with \(\alpha_k=\theta'^2/(4E_k)\). Two spins and two chains share a cell of two layers, so the induced dipole per layer, in units of \(ea\), is \(p=2M\langle\alpha_k\rangle F\), averaged over \(0<k<\pi\). The polarisation is \(ep/A\) and the field \(F/(ea)\). Each layer is a mirror plane of the bulk chains, so the induced layer charge is even in \(F\) and vanishes at first order. The field is then the same in every gap and there is no local-field correction in this model (alternating hoppings would produce one), so

\[
\varepsilon=1+\frac{Kp}{F}=1+2KM\langle\alpha_k\rangle .
\]

With \(e^2/\varepsilon_0=180.951\) eV Å, \(K=180.951\times2/400=0.90476\) eV. Quadrature gives \(\langle\alpha_k\rangle=0.027483\) eV\(^{-1}\), and \(\varepsilon=1+2\times0.90476\times50\times0.027483=3.487\).

For a slab let \(S_j=\sum_{i\le j}(n^0_i-n_i)\). Gauss's law gives \(u_j=V_{j+1}-V_j=KS_j\) and the Hartree energy \(\tfrac K2\sum S_j^2\). The function

\[
\Phi(u)=E_{\rm band}(V)-\sum_jV_jn^0_j-\sum_j\frac{u_j^2}{2K}
\]

is concave, since \(E_{\rm band}\) is a minimum over functions linear in \(V\). By the Hellmann–Feynman theorem and neutrality, \(\partial\Phi/\partial u_j=\sum_{i>j}(n_i-n^0_i)-u_j/K=S_j-u_j/K\). At the maximum \(\sum V_j(n_j-n^0_j)=\sum u_jS_j=K\sum S_j^2\), so \(\Phi\) equals the one-particle energy plus \(\tfrac K2\sum S_j^2\), the total energy. The maximum was found by Newton iteration with a line search, diagonalising both chains at each step.

In linear response \(E_{\rm es}=\tfrac K2\sum_{jl}D_j\kappa_{jl}D_l\) with \(D_j=-qj/N\) and a kernel assumed to decay exponentially, as in an insulator. In the interior \(\kappa\) is an even function of \(m=l-j\) with \(\sum_m\kappa=1/\varepsilon\), so \(\sum_mj(j+m)\kappa=j^2/\varepsilon\), which reproduces \(E_{\rm sh}\). Surface corrections weight \(D=-q(1-m/N)\) at the top and \(-qm/N\) at the bottom. Hence \(E_{\rm es}=\alpha N+\beta+\gamma/N+\delta/N^2\) with \(\alpha=q^2K/(6\varepsilon)\). Slopes below come from least-squares fits of this form to \(N=12,16,\dots,28\), with the last term dropped for the bending.

## Comparison

The main result is the slope \(K/(6\varepsilon)=0.90476/(6\times3.48653)=0.04325\) eV per layer, or 0.02163 eV/Å. The bending slope is three times this, 0.12975 eV per layer. The table holds the defect empty by constraint; energies are in eV.

| \(N\) | \(E_{\rm bb}\) | \(E_{\rm sh}\) | \(E_{\rm es}\) | \(\delta_{\rm host}\) | \(E_f(q)-E_f(0)\) |
|---|---|---|---|---|---|
| 12 | 0.519 | 0.456 | 0.456 | 0.026 | −2.070 |
| 16 | 0.692 | 0.628 | 0.628 | 0.017 | −1.889 |
| 20 | 0.865 | 0.801 | 0.801 | 0.012 | −1.711 |
| 28 | 1.211 | 1.147 | 1.146 | 0.008 | −1.362 |

At \(N=16\), where each cation loses \(1/(16\times50)=0.00125\,e\), the sum is \(-2.5+0.6280-0.0165=-1.8885\) eV.

The scaling estimate has the right form, and its voltage equals the continuum result, because the drop is the first moment of the counter-charge and depends on its centroid alone. Its energy is too large by \((1/4)/(1/6)=3/2\): at \(N=16\) it is \(1.5\times0.692=1.038\) eV. The capacitor has \(\int(D/D_{\max})^2dz=d/2\), whereas the linearly growing field has \(d/3\).

The continuum \(E_{\rm bb}\) lies above the model by a nearly constant amount, which the sheet formula supplies: \(0.12975\times(\tfrac12-\tfrac1{96})=0.0635\) eV at \(N=16\). The sheet formula then matches \(E_{\rm es}\) to about 1 meV in all rows. At \(q=0.1\) the fitted slope of \(E_{\rm es}/q^2\) is 0.043250 eV per layer and that of the symmetric slab 0.021625, both equal to the predictions at the digits shown. At \(q=1\) the slope is 0.043213, lower by 0.09% relative to the prediction. Linear response makes \(E_{\rm es}/q^2\) independent of \(q\), so this shift is nonlinear polarisation in the slab's field, which rises to 0.130 V/Å at the top surface.

The host term is small and falls over this range. For even \(N\) the eigenvalue of \(T\) nearest zero has size \(2t\sin[\pi/(2N+2)]\), so the top valence level lies about \((2t^2/\Delta)[\pi/(2N+2)]^2\) below \(-\Delta\), which is \(1.5\,(\pi/34)^2=0.0128\) eV at \(N=16\). The two chains are mirror images and share the holes, \(q/2\) each in a band holding \(2M\), at a filling cost \(q^2W/(8M)=0.0025\) eV. The sum, 0.0153 eV, or 0.0152 eV with the exact level shift, is the non-interacting cost. The exact value is a lower bound, since the Hartree energy is not negative; the computed value is 0.0165 eV. The Hartree part is small because of the model: the holes sit on the low-energy sites, with a \(\sin^2\) envelope in one chain and a \(\cos^2\) envelope in the other, which occupy alternate layers and add up to a nearly uniform density when averaged over pairs of layers. A hole gas with the single profile \(\sin^2(\pi z/d)\) would leave a cumulative charge of size \((q/2\pi)|\sin(2\pi z/d)|\) and a Hartree energy \(q^2KN/(16\pi^2\varepsilon)\), which grows with \(N\) until the holes redistribute. For another slab \(\delta_{\rm host}\) therefore has to be checked separately. These statements refer to even \(N\), for which \(\delta_{\rm host}\) keeps falling, to 0.0038 eV at \(N=60\). For odd \(N\) one chain has a level exactly at \(-\Delta\) and, without interaction, takes all the holes in thin slabs at a filling cost \(q^2W/(4M)=0.005\) eV; \(\delta_{\rm host}\) is then 0.0078 eV at \(N=15\) and 0.0075 eV at \(N=17\), so it alternates with the parity of \(N\). The fitted slope of \(E_f\) depends on the range of the fit, because \(\delta_{\rm host}\) is not of the fitted form. For \(N=12,\dots,28\) it is 0.04316 eV per layer, 0.21% below the prediction. A plain difference between \(N=20\) and 28 gives \((1.7113-1.3618)/8=0.0437\), above it, because the falling \(\delta_{\rm host}\) adds to the local slope.

The lateral term, summed over reciprocal vectors for \(w_G=1.5\) Å, has the limit 1.279 eV. It exceeds the limit by 0.045 eV at \(d=4\) Å, by 0.003 eV at 8 Å and by \(1.9\times10^{-5}\) eV at 16 Å, so at 4 Å, just above \(L/2\pi=3.2\) Å, its variation with \(d\) still exceeds that of the planar term, and it becomes small only from about 8 Å.

The boundary condition matters more. At \(d=32\) Å and \(v=15\) Å, \(d/\varepsilon=9.178\) Å and \(e^2/(\varepsilon_0A)=0.45238\) eV/Å, so the subtraction is \(0.45238\times4.589^2/(2\times24.178)=0.197\) eV and \(E_{\rm per}=0.495\) eV in place of 0.692 eV. At \(v=2\) Å it is 0.266 eV. These are continuum values. On discrete layers in a cell of length \(Na+v\) there are \(N-1\) dielectric gaps and one vacuum gap of width \(v+a\), so the same argument subtracts \(\tfrac{q^2K}{2}\,[(N-1)/2\varepsilon]^2/[(N-1)/\varepsilon+(v+a)/a]\) from \(E_{\rm sh}\). For \(N=16\) this is \(0.45238\times2.151^2/12.80=0.164\) eV at \(v=15\) Å and \(0.45238\times2.151^2/6.30=0.332\) eV at \(v=2\) Å, leaving 0.465 and 0.296 eV in place of 0.628 eV. At \(v=2\) Å the next image also lowers \(E_{\rm lat}\), by 0.059 eV in the continuum geometry (32 Å of dielectric, 2 Å of vacuum) and by 0.013 eV in the discrete one (30 Å and 4 Å); at 15 Å that change is negligible.

The threshold is \(N^*=2\times3.48653\times2.5/0.90476=19.27\) layers, or \(d^*=38.5\) Å, the same as the scaling criterion. With the defect occupation free, the model first returns electrons to the defect at \(N=21\). Two effects delay the onset. The sheet bending \(0.12975\,(N-1)\) must at least reach the lower edge of the level, \(2.5-0.01=2.49\) eV, which needs \(N\ge20.2\); the computed bending at \(N=20\) is 2.461 eV. This condition is necessary but not sufficient, because the top valence state is confined at the back of the bent slab and lies about 0.08 eV below the local band edge. With that shift the crossing is missed by 0.11 eV at \(N=20\) and reached with a margin of 0.02 eV at \(N=21\). The row \(N=28\) therefore describes a constrained state, not the ground state.

At \(N=40\) the depletion formula gives \(q'=\sqrt{19.27/40}=0.694\) against 0.707 in the model, and at \(N=60\) it gives 0.567 against 0.576. The half-layer term \(q/(2N)\) raises the formula to \(0.6940+0.0125=0.7065\) and \(0.5667+0.0083=0.5750\), within 0.001 of the model values. The energies are −1.192 and −0.969 eV in the model and −1.157 and −0.944 eV from \(-\tfrac23q'\Delta_D\), differences of 3.0% and 2.6% relative to the formula. Extending the linear law from \(N=28\) would give −0.844 and +0.019 eV, wrong by 0.35 and 0.99 eV. These numbers belong to a planar Hartree model without exchange, correlation, ionic relaxation, defect hybridisation or on-site shifts from the altered nuclei. If the ions relax harmonically, the \(\varepsilon\) of the continuum formulas is the static permittivity, which lowers the slope and, at fixed \(\Delta_D\), raises \(d^*\) in proportion.
